\section*{The Adiabatic-Connection Fluctuation-Dissipation Formula and Its RPA Form, part 3}

The random-phase approximation (RPA) to the correlation energy $E_c$ is examined at weak coupling, for separated fragments and in the uniform gas. Hartree atomic units are used.

On sites $p,q$, $\hat H_\lambda=\hat T+\lambda\hat W+\sum_pu_{\lambda,p}\hat n_p$ has ground-state energy $E_\lambda$ and the physical density $n$ at every $\lambda$, with $\hat W=\frac12\sum_{pq\sigma\sigma'}v_{pq}\,c^\dagger_{p\sigma}c^\dagger_{q\sigma'}c_{q\sigma'}c_{p\sigma}$ and $v$ positive definite. With $F_\lambda=\langle\hat T+\lambda\hat W\rangle_\lambda$, $dF_\lambda/d\lambda=\langle\hat W\rangle_\lambda$, $W_c=\langle\hat W\rangle_\lambda-\langle\hat W\rangle_0$ and $E_c=\int_0^1W_c\,d\lambda$.

The closed-shell Kohn-Sham determinant $\Phi$ has excited states $|m\rangle$ at excitation energies $\omega_m$, occupied orbitals $\phi_i,\phi_j$, empty orbitals $\phi_a,\phi_b$, gaps $\Delta_{ia}$ and $\gamma_{pq}=\sum_i\phi_i(p)\phi_i(q)$. Its response to a field $e^{\omega\tau}$ is $\chi_0=-BDB^T$, with $B_{p,ia}=\phi_i(p)\phi_a(p)$, $D_{ia}=4\Delta_{ia}/(\Delta_{ia}^2+\omega^2)$ and $K_{ia,jb}=(B^TvB)_{ia,jb}=(ia|jb)$. Responses are symmetric with $\sum_q\chi_{pq}=0$. With $X=-v^{1/2}\chi_0v^{1/2}$, its eigenvalues $a_k\ge0$ and $Y=v^{1/2}\chi_\lambda^{\rm RPA}v^{1/2}$,
\begin{equation}
\chi^{\rm RPA}_\lambda=\chi_0+\lambda\chi_0v\,\chi^{\rm RPA}_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0 ,
\label{dyson}
\end{equation}
\begin{equation}
Y=-(1+\lambda X)^{-1}X ,
\label{Y}
\end{equation}
\begin{equation}
\mathrm{Tr}[v(\chi^{\rm RPA}_\lambda-\chi_0)]=\sum_k\Big[a_k-\frac{a_k}{1+\lambda a_k}\Big]=\sum_k\frac{\lambda a_k^2}{1+\lambda a_k},
\label{Wrpa}
\end{equation}
\begin{equation}
E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\sum_k\big[\ln(1+a_k)-a_k\big],
\label{eig}
\end{equation}
\begin{equation}
E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\;\mathrm{Tr}\big[\ln(1-\chi_0v)+\chi_0v\big].
\label{RPA}
\end{equation}
The exact response replaces $\lambda v$ by $\lambda v+f_{xc,\lambda}$.

The two-site model (hopping $-t$, one electron per spin) has $\Delta=2t$, $K=\frac12(v_{11}-v_{12})$, $\Omega=\sqrt{\Delta^2+4\Delta K}$, $\rho_\lambda=\sqrt{\Delta^2+\lambda^2K^2}$. With $s=(1,-1)$, $\hat n_p=1+s_p\hat m$ and $\chi_{pq}=s_ps_q\chi^m$. Here $\hat m$ excites one state $|S\rangle$, at $\omega_S=\lambda K+\rho_\lambda$, and $\langle\hat m^2\rangle_\lambda=\frac12(1-\lambda K/\rho_\lambda)$. For $K\ll\Delta$, $E_c^{\rm RPA}\to-K^2/\Delta$, twice the exact value.

The four-site chain has two electrons per spin, hopping $0.5$ Ha, spacing $2$ bohr, site energies $(0.4,-0.2,0.1,-0.3)$ Ha and softened interaction $v_{pq}=[(z_p-z_q)^2+1]^{-1/2}$. Its $E_c$ is $-0.047448$ Ha, in RPA $-0.070557$ Ha.

The spin-unpolarized gas has $n=k_F^3/3\pi^2=3/4\pi r_s^3$, $v(q)=4\pi/q^2$, $z=q/2k_F$, $u=\omega/qk_F$ and
\begin{equation}
\chi_0=-\frac{k_F}{\pi^2}F(z,u),\qquad F=\frac1{4z}\int_{-1}^1ds\,\frac{(1-s^2)(s+z)}{(s+z)^2+u^2},
\label{Fint}
\end{equation}
\begin{equation}
F=\frac12+\frac{1-z^2+u^2}{8z}\ln\frac{(z+1)^2+u^2}{(z-1)^2+u^2}-\frac u2\Big[\arctan\frac{1+z}u+\arctan\frac{1-z}u\Big].
\label{Lind}
\end{equation}
$S_0=(6z/\pi)\int_0^\infty F\,du$ is $\frac32z-\frac12z^3$ for $z<1$, otherwise $1$.

\subsection{Weak coupling: what is kept and what is lost}

The quadratic term of (\ref{RPA}) is $-\frac1{4\pi}\int\mathrm{Tr}(DK)^2d\omega$. Partial fractions give
\begin{equation}
\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac1{b^2-a^2}\Big(\frac\pi{2a}-\frac\pi{2b}\Big)=\frac{\pi}{2ab(a+b)} ,
\label{pf}
\end{equation}
so that $\int D_{ia}D_{jb}\,d\omega=8\pi/(\Delta_{ia}+\Delta_{jb})$ and
\begin{equation}
E^{(2)}_{\rm d}=-2\sum_{ijab}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}} .
\end{equation}
The exact second order follows from perturbation theory for $\hat H_\lambda=\hat H_0+\hat V$ with $\hat V=\lambda\hat W+\sum_p(u_{\lambda}-u_{0})_p\hat n_p$. It reads $E_\lambda=\langle\Phi|\hat H_\lambda|\Phi\rangle+\lambda^2E^{(2)}+O(\lambda^3)$, with $E^{(2)}=-\sum_m|\langle m|\hat W+\sum_pu'_{0,p}\hat n_p|\Phi\rangle|^2/\omega_m$. Both $E_\lambda$ and $\langle\Phi|\hat H_\lambda|\Phi\rangle$ contain the same $\sum_pu_{\lambda,p}n_p$, so $F_\lambda-\langle\Phi|\hat T+\lambda\hat W|\Phi\rangle=\lambda^2E^{(2)}+O(\lambda^3)$, and its derivative gives $W_c=2\lambda E^{(2)}+O(\lambda^2)$. This is the G\"orling-Levy second order.

For a double excitation the two annihilators and two creators of $\hat W$ can be matched to $i,j$ and $a,b$ in four ways, two equivalent pairs that absorb the factor $\frac12$ and differ in sign. For opposite spins, $i\!\uparrow j\!\downarrow\to a\!\uparrow b\!\downarrow$, the crossed matching violates spin conservation; the element is $(ia|jb)$ with all four indices free. For equal spins it is $(ia|jb)-(ib|ja)$ with $i<j$, $a<b$. Two spin directions and the factor $\frac14$ for unrestricted sums give $\frac12\sum[(ia|jb)-(ib|ja)]^2=\sum[(ia|jb)^2-(ia|jb)(ib|ja)]$, where relabelling $a\leftrightarrow b$ leaves the denominator unchanged. For a single excitation the remaining operator pair acts on an occupied orbital, directly or with exchange, which gives $f_{ia}=\sum_{pq}\phi_a(p)[\delta_{pq}(vn+u_0')_p-v_{pq}\gamma_{pq}]\phi_i(q)$ for each spin. Collecting,
\begin{equation}
E^{(2)}=E^{(2)}_{\rm d}+\sum_{ijab}\frac{(ia|jb)(ib|ja)}{\Delta_{ia}+\Delta_{jb}}-2\sum_{ia}\frac{f_{ia}^2}{\Delta_{ia}} .
\label{GL}
\end{equation}
The RPA keeps the direct term and loses the exchange and singles terms. With one occupied orbital, $i=j$, the exchange term is $-\frac12E^{(2)}_{\rm d}$, the factor of two found for two sites. For the chain the three terms are $-0.09821+0.04782-0.00174=-0.05212$ Ha to rounding, and extrapolation of the exact energies at small $\lambda$ gives $-0.05212$ Ha. The initial RPA slope of $W_c$ is thus too steep by the factor $0.0982/0.0521=1.9$. At $\lambda=0.25$ the linear estimates $2\lambda E^{(2)}=-0.0261$ and $2\lambda E^{(2)}_{\rm d}=-0.0491$ Ha compare with $W_c=-0.0252$ (exact) and $-0.0424$ Ha (RPA); by $\lambda=1$ the values are $-0.0899$ and $-0.1227$ Ha. The denominators $1+\lambda a_k$ in (\ref{Wrpa}) bend the RPA curve, which is why $-0.0706$ Ha lies above $E^{(2)}_{\rm d}$.

For one electron the exact $E_c$ is zero. There $\chi_0$ has the factor 2 in place of 4, and (\ref{eig}) is strictly negative as soon as one $a_k$ is nonzero. On the four-site chain it is $-0.022888$ Ha. The Hartree term in (\ref{dyson}) lets the electron feel its own induced charge; the exact kernel is $f_{xc,\lambda}=-\lambda v$, since $\chi_\lambda=\chi_0$.

\subsection{Separated fragments: dispersion}

Take fragments $A$ and $B$ without overlap, and assume that each keeps the $\chi_0$ it has in isolation. Then $\chi_0$ is block diagonal, and $v$ has diagonal blocks $v_A,v_B$ and the coupling block $w$. The linear term $\mathrm{Tr}[\chi_0v]$ involves diagonal blocks alone and cancels in the interaction energy. With $P_A=1-\chi_{0A}v_A$ and likewise $P_B$, multiply each block row by $P^{-1}$ and use $P_A^{-1}\chi_{0A}=\chi_A$, the RPA response (\ref{dyson}) of the fragment at $\lambda=1$:
\begin{equation}
\det(1-\chi_0v)=\det P_A\det P_B\,\det\begin{pmatrix}1&-\chi_Aw\\-\chi_Bw^T&1\end{pmatrix}.
\end{equation}
Adding $\chi_Bw^T$ times the first block row to the second makes the matrix block triangular, with determinant $\det(1-\chi_Bw^T\chi_Aw)$. Hence, within RPA and frozen $\chi_0$, the correlation part of the interaction energy (any electrostatic interaction of permanent multipoles comes on top of it) is
\begin{equation}
E_{\rm int}=\frac1{2\pi}\int_0^\infty d\omega\;\mathrm{Tr}\ln\big(1-\chi_Bw^T\chi_Aw\big).
\label{int}
\end{equation}
By (\ref{Y}), $\chi_B$ and $w^T\chi_Aw$ are negative semidefinite, so their product has eigenvalues $y\ge0$. Scaling $w\to\mu w$ with $0\le\mu\le1$ interpolates between two positive definite matrices, the determinant stays nonzero, $\mu^2y\ne1$, and so $y<1$. Each $\ln(1-y)\le0$: the interaction energy (\ref{int}) cannot be positive.

At large separation $\mathbf R$, expand $w_{pq}=1/|\mathbf R+\mathbf r_q-\mathbf r_p|$ with positions measured from the fragment centres. Terms independent of $\mathbf r_p$ or of $\mathbf r_q$ are annihilated by $\sum_p\chi_{pp'}=0$. The first survivor is $-\sum_{\mu\nu}r_p^\mu T_{\mu\nu}r_q^\nu$ with $T_{\mu\nu}=\partial_\mu\partial_\nu R^{-1}=(3R_\mu R_\nu-R^2\delta_{\mu\nu})/R^5$. With the polarizability $\alpha^{\mu\nu}=-\sum_{pp'}r_p^\mu\chi_{pp'}r_{p'}^\nu$ and $\ln(1-y)\approx-y$, the leading order is
\begin{equation}
E_{\rm int}\to-\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}[\alpha_AT\alpha_BT].
\end{equation}
For $\mathbf R$ along $z$, $T=\mathrm{diag}(-1,-1,2)/R^3$. Isotropic fragments give $\mathrm{Tr}\,T^2=6/R^6$ and the Casimir-Polder form $-(3/\pi)R^{-6}\int\alpha_A\alpha_B\,d\omega$. Fragments polarizable along the axis alone give $T_{zz}^2=4/R^6$ and $E_{\rm int}\to-C/R^6$ with $C=\frac2\pi\int\alpha_A\alpha_B\,d\omega$. The polarizabilities are those of the RPA, screened within each fragment.

As an example take two collinear two-site fragments of length $d=2$ bohr with $t_A=0.5$, $t_B=0.25$ Ha and the softened interaction, so that $\Delta_A=1$, $\Delta_B=0.5$ and $K=(1-0.447214)/2=0.276393$ Ha. The dipole operator is $\pm d\,\hat m$, so $\alpha=-d^2\chi^m$. Here $\chi_0^m=-\Delta/(\Delta^2+\omega^2)$, and (\ref{dyson}) reduces to $\chi^m=\chi_0^m/(1-4K\chi_0^m)=-\Delta/(\Omega^2+\omega^2)$. With $\Omega_A=\sqrt{1+4(0.276393)}=1.451059$ and $\Omega_B=\sqrt{0.25+2(0.276393)}=0.895983$ Ha, the static values $\Delta d^2/\Omega^2$ are $1.8997$ and $2.4913$ bohr$^3$, and (\ref{pf}) gives
\begin{equation}
C^{\rm RPA}=\frac{\Delta_A\Delta_Bd^4}{\Omega_A\Omega_B(\Omega_A+\Omega_B)}=\frac{8}{1.30012\times2.34704}=2.6217\ \text{Ha bohr}^6 .
\end{equation}
Unscreened responses, $\Omega\to\Delta$, would give $d^4/(\Delta_A+\Delta_B)=16/1.5=10.667$, four times as large.

The exact model, with a neutralizing unit charge on each site, couples the fragments through $\sum w_{pq}(\hat n_p-1)(\hat n_q-1)\to-T_{zz}d^2\hat m_A\hat m_B$. Its second-order energy involves the state $|S_AS_B\rangle$ and gives $C=4d^4\langle\hat m^2\rangle_A\langle\hat m^2\rangle_B/(\omega_A+\omega_B)$. The exact static polarizability is $\alpha(0)=2d^2\langle\hat m^2\rangle/\omega_S=d^2(1-K/\rho_1)/(K+\rho_1)$. For $A$, $\rho_1=1.03749$ and $\omega_S=1.31389$ Ha give $4(0.73360)/1.31389=2.2334$ bohr$^3$; for $B$, $\rho_1=0.57131$ and $\omega_S=0.84770$ Ha give $2.4358$ bohr$^3$. Then $C=\alpha_A(0)\alpha_B(0)\,\omega_A\omega_B/(\omega_A+\omega_B)=2.803$ Ha bohr$^6$, and the RPA value is 6.5\% below it. The RPA polarizability is 15\% too small for $A$ but 2\% too large for $B$, each relative to the exact value. The closed forms account for the reversal. For $K\ll\Delta$ the ratio $\alpha(0)\Delta/d^2$ is $1-4K/\Delta$ in RPA and $1-2K/\Delta$ in the exact solution. For $K\gg\Delta$, $\alpha(0)/d^2$ tends to $1/4K$ in RPA, while the exact $\Delta^2/[\rho_1(\rho_1+K)^2]$ tends to the smaller $\Delta^2/4K^3$.

At finite $R$ the coupling is $\sum s_pw_{pq}s_q=2\varphi(R)-\varphi(R+d)-\varphi(R-d)=-d^2\varphi''-d^4\varphi''''/12-\dots$ with $\varphi=(R^2+1)^{-1/2}=R^{-1}-\frac12R^{-3}+\dots$. Then $\varphi''=2R^{-3}-6R^{-5}$ and $\varphi''''=24R^{-5}$ to the order needed, so the coupling carries the factor $1+(d^2-3)/R^2$ and the energy the factor $1+2/R^2$ for $d=2$. This predicts $-R^6E_{\rm int}=2.6348$ and $2.6250$ at $R=20$ and $40$ bohr; direct evaluation of (\ref{RPA}) for the pair gives $2.6345$ and $2.6250$. Exact diagonalization gives $2.8168$ and $2.8065$, approaching $2.8030$. The identity (\ref{int}) is tested at $R=6$ bohr, where both sides are $-0.058453$ mHa. With orbital overlap, or with static fields that deform the fragments, the frozen block form of $\chi_0$ and with it (\ref{int}) no longer hold.

\subsection{The uniform gas}

Each $\mathbf q$ supplies one eigenvalue, $x=-\chi_0v=(k_F/\pi^2)F\cdot4\pi/(4k_F^2z^2)=F/(\pi k_Fz^2)$. Per electron, (\ref{eig}) has the measure
\begin{equation}
\frac1n\,\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{d\omega}{2\pi}=\frac{3\pi^2}{k_F^3}\,\frac{8k_F^3z^2dz\;2k_F^2z\,du}{4\pi^3},
\end{equation}
and therefore
\begin{equation}
\varepsilon_c^{\rm RPA}=\frac{12k_F^2}{\pi}\int_0^\infty z^3dz\int_0^\infty du\,\big[\ln(1+x)-x\big].
\label{gas}
\end{equation}
One limit identifies the mode at long wavelength. For $u\gg1+z$ the denominator in the integral form of $F$ is $u^2$, and $F\to\frac1{4zu^2}\cdot\frac43z=1/3u^2$. With $zu=\omega/2k_F^2$, $x\to4k_F^3/3\pi\omega^2=4\pi n/\omega^2$. The condition $1+x=0$ is met at $\omega^2=-4\pi n$, so the excitation energy is the plasma frequency $\sqrt{4\pi n}$.

A second limit shows why the logarithm cannot be expanded here. As $z\to0$, $F$ tends to the finite function $1-u\arctan(1/u)$, obtained from the closed form with $\ln(\cdots)\approx4z/(1+u^2)$ at order $z$. The quadratic term $-x^2/2$ then gives $\int z^3z^{-4}dz=\int dz/z$, which diverges at small $z$. The full bracket obeys $|\ln(1+x)-x|\le x$, and $z^3\int x\,du=z\int F\,du/\pi k_F=S_0/6k_F$ vanishes linearly in $z$, so (\ref{gas}) converges there. At large $z$ the same quantity tends to the constant $1/6k_F$: the frequency-integrated linear term diverges, and so does the logarithm, which approaches $x$. Their sum is bounded by $x^2/2$ with $F\approx1/3(z^2+u^2)$, and $z^3z^{-4}\int F^2du\propto z^{-4}$ converges. For the Coulomb interaction the two terms of (\ref{RPA}) must be kept together.

At $r_s=2$ bohr, quadrature of (\ref{gas}) gives $\varepsilon_c^{\rm RPA}=-0.0618$ Ha, or $-1.68$ eV, per electron. It is tested against the Perdew-Wang parametrization of the RPA energy, also $-0.0618$ Ha, with a tolerance of $3\times10^{-4}$ Ha because that reference is a fit. The Perdew-Wang parametrization of the full correlation energy gives $-0.0448$ Ha, or $-1.22$ eV. The RPA lies $0.0170$ Ha per electron lower, 38\% of the full value. In the chain the lost exchange term of (\ref{GL}) was computed and cancels 49\% of the direct term at second order. That the same omission dominates the error of the gas at this density is a conjecture, since no exchange correction to (\ref{gas}) was evaluated.

\section*{Calculated quantities}
\begin{verbatim}
chain t = 0.50 Ha
chain spacing = 2.00 bohr
site energies = 0.40 -0.20 0.10 -0.30 Ha
v_0j = 1.000000 0.447214 0.242536 0.164399 Ha
density = 0.711053 1.184684 0.657111 1.447153 electrons
KS potential (zero mean) = 0.078786 -0.109977 0.238393 -0.207202 Ha
KS orbital energies = -0.799946 -0.375123 0.316388 0.858681 Ha
EH, Ex Fock, Ex from chi0 = 4.065991 -1.485162 -1.485162 Ha
lam=0.5 fixed n: dF/dlam, <W> = 2.532135 2.532135 Ha
lam=0.5 fixed u: dF/dlam, <W> = 2.401684 2.609782 Ha
chi_00(i 1Ha) propagated, Lehmann = -0.344876 -0.344876 1/Ha
RPA chi_00(i 1Ha) TD Hartree, Dyson = -0.306193 -0.306193 1/Ha
<dn0 dn0>, <dn0 dn1> direct = 0.359884 -0.307365 (number)
<dn0 dn0>, <dn0 dn1> from chi = 0.359884 -0.307365 (number)
lam = 0.25 0.50 0.75 1.00 (number)
Wc exact = -0.025219 -0.048693 -0.070296 -0.089933 Ha
Wc RPA = -0.042385 -0.074948 -0.101093 -0.122749 Ha
Tc, Uc = 0.042484 -0.089933 Ha
Ec definition, ACFD = -0.04744848 -0.04744848 Ha
a_k at w=1 Ha = 0.000000 0.142677 0.379208 0.451642 (number)
RPA integrand at w=1 Ha = -0.145948 (number)
Delta = 1.116334 1.658627 0.691511 1.233805 Ha
K diagonal = 0.124216 0.128745 0.158320 0.103557 Ha
Omega = 0.928924 1.193704 1.559336 1.906875 Ha
Ec RPA lam, log, plasmon = -0.07055688 -0.07055688 -0.07055688 Ha
Ec exact, RPA = -1.2911 -1.9200 eV
E2 direct, exchange, singles = -0.098206 0.047820 -0.001736 Ha
E2 sum, small-lam exact = -0.052121 -0.052121 Ha
one-electron Ec RPA = -0.022888 Ha
fragments tA, tB = 0.50 0.25 Ha
K fragment = 0.276393 Ha
Delta A,B = 1.00 0.50 Ha
Omega A,B = 1.451059 0.895983 Ha
alpha(0) RPA A,B = 1.8997 2.4913 bohr^3
alpha(0) exact A,B = 2.2334 2.4358 bohr^3
C bare, RPA, exact = 10.6667 2.6217 2.8030 Ha bohr^6
R = 20.0 40.0 bohr
-R^6 Eint RPA = 2.6345 2.6250 Ha bohr^6
-R^6 Eint exact = 2.8168 2.8065 Ha bohr^6
Eint RPA R=6 bohr: full, block = -0.058453 -0.058453 mHa
gas rs = 2.00 bohr
kF = 0.959579 1/bohr
n = 0.029842 1/bohr^3
F(0.3,0.5) formula, pair sum = 0.427291 0.427291 (number)
S0(z=0.5), S0(z=1.5) = 0.68750 1.00000 (number)
eps_x from chi0, Slater = -0.22908 -0.22908 Ha/electron
eps_c RPA, PW-RPA fit, PW92 = -0.06180 -0.06180 -0.04476 Ha/electron
eps_c RPA, PW92 = -1.682 -1.218 eV/electron
eps_c RPA - PW92 = -0.01704 Ha/electron
\end{verbatim}
